\section*{Transmission of a smooth graphene p-n junction in a uniform field}

In a graphene sheet whose potential energy rises by $4\,\mathrm{meV}$ per nanometre, an electron arriving at $10^\circ$ to the normal of a p-n junction, with the density used below, meets a strip $17\,\mathrm{nm}$ wide in which its classical momentum is imaginary. It crosses with probability $0.24$. At $20^\circ$ the probability is $0.004$, and at normal incidence it is one, although the potential hill rises above the electron's energy at every angle. Both the steep angular decay and the perfect transmission follow from the Dirac equation in a uniform field.

Near one corner of the Brillouin zone, and at energies where the bands are conical, the Hamiltonian is
\begin{equation}
H=\hbar v(\sigma_xk_x+\sigma_yk_y)+Fx,\qquad k_x=-i\frac{d}{dx},
\end{equation}
where the Pauli matrices act on the two sublattice amplitudes. The constant $F>0$ is the slope of the electron's potential energy, that is, the elementary charge times the magnitude of the field. The junction is uniform along $y$, so $k_y$ is a conserved number. Gap, disorder, magnetic field and scattering between valleys are left out. For an electron at energy $E$, the kinetic energy $E-Fx$ is positive on the left, where the electron is in the conduction band (n side), and negative on the right, where it is in the valence band (p side).

Since $Fx-E=F(x-E/F)$, a shift of the origin removes $E$. The transmission in an unbounded uniform field therefore does not depend on energy. The natural length and the dimensionless variables are
\begin{equation}
l=\sqrt{\hbar v/F},\qquad s=x/l,\qquad q=k_yl .
\end{equation}
Multiplying $(H-E)\psi=0$ by $l/(\hbar v)$ and using $Fl^2/(\hbar v)=1$ gives
\begin{equation}
-i\sigma_x\psi'+q\sigma_y\psi+s\psi=0,
\end{equation}
with the prime denoting $d/ds$. Multiplication from the left by $i\sigma_x$, with $\sigma_x^2=1$ and $\sigma_x\sigma_y=i\sigma_z$, turns this into
\begin{equation}
\psi'=q\sigma_z\psi-is\sigma_x\psi .
\end{equation}
Expand $\psi=a\chi_++b\chi_-$ in the eigenvectors $\chi_\pm=(1,\pm1)^T/\sqrt2$ of $\sigma_x$. Because $\sigma_z\chi_\pm=\chi_\mp$,
\begin{equation}
a'=-isa+qb,\qquad b'=isb+qa. \label{ab}
\end{equation}

The velocity operator is $\partial H/\partial(\hbar k_x)=v\sigma_x$, so $a$ is the amplitude moving right and $b$ the amplitude moving left, in either band. The current is $v(|a|^2-|b|^2)$. It is conserved, because Eq.~\eqref{ab} gives $(|a|^2)'=2q\,\mathrm{Re}(a^*b)$ and the same expression for $(|b|^2)'$. Far from the junction, $|s|\gg|q|$, the term in $q$ is small beside the term in $s$, and the band states become the eigenstates of $\sigma_x$. There $a$ carries the phase $e^{-is^2/2}$, whose local wavevector is $k_xl=-s$. A right-moving electron thus has positive $k_x$ on the n side and negative $k_x$ on the p side, while its velocity remains $+v$.

At normal incidence $q=0$ and the two equations separate. The same happens for any scalar potential $U(x)$, for which
\begin{equation}
\frac{da}{dx}=-\frac{i}{\hbar v}[U(x)-E]\,a,\qquad k_y=0 .
\end{equation}
The potential changes the phase of $a$ and leaves its modulus alone, so no reflected wave arises and $T=1$. Smoothness on the scale of the electron wavelength plays no part in this, although the potential must be smooth on the scale of the lattice for one valley and a scalar $U$ to suffice. As a numerical case, take the dimensionless potential $3\tanh3x+2e^{-(x-1)^2}-4e^{-4(x+2)^2}$ at zero energy with $\hbar v=1$. Integration of the Dirac equation gives $T=1.0000000$ at $k_y=0$ and $0.7361$ at $k_y=1$.

For $q\neq0$ the scattering problem has an incident wave $a_L$ and a reflected wave $b_L$ on the left, a transmitted wave $a_R$ on the right, and nothing arriving from the right, $b_R=0$. Current conservation reads $|a_L|^2-|b_L|^2=|a_R|^2$. Hence
\begin{equation}
T=\frac{|a_R|^2}{|a_L|^2}=\frac{1}{1+|b_L|^2/|a_R|^2}, \label{Tdef}
\end{equation}
and the two outgoing amplitudes suffice. To find them, differentiate the second of Eqs.~\eqref{ab} and eliminate $a$ through $qa=b'-isb$:
\begin{align}
b''&=ib+isb'+qa'\nonumber\\
&=ib+isb'-is(b'-isb)+q^2b\nonumber\\
&=(q^2+i-s^2)b .
\end{align}
Setting $b=e^{-is^2/2}I(s)$ gives $b''=e^{-is^2/2}(I''-2isI'-iI-s^2I)$. The terms in $s^2$ cancel, and
\begin{equation}
I''-2isI'-(2i+q^2)I=0. \label{Ieq}
\end{equation}
The coefficients are at most linear in $s$, which suggests a Laplace integral. With $y=q^2/2$ and $c=1+i=\sqrt2\,e^{i\pi/4}$, so that $c^2=2i$, try
\begin{equation}
I(s)=\int_0^\infty w\,dt,\qquad w=t^{-iy}e^{-t^2/2-cst}. \label{Int}
\end{equation}
Each derivative with respect to $s$ brings down a factor $-ct$. The left side of Eq.~\eqref{Ieq} becomes
\begin{align}
&\int_0^\infty(2it^2+2icst-2i-2y)\,w\,dt\nonumber\\
&\quad=2i\int_0^\infty(t^2+cst-1+iy)\,w\,dt\nonumber\\
&\quad=-2i\int_0^\infty\frac{d}{dt}\left[t^{1-iy}e^{-t^2/2-cst}\right]dt=0 .
\end{align}
The bracket vanishes at $t=0$ because of the factor $t$, and at infinity because of the Gaussian. Equation~\eqref{Int} is therefore a solution for every real $s$. Its two limits show that it is the one required.

For $s\to+\infty$ the factor $e^{-cst}$ confines the integral to $t\sim1/s$, where $e^{-t^2/2}$ tends to one. What remains is the integral of the gamma function,
\begin{equation}
I\to\int_0^\infty t^{-iy}e^{-cst}dt=\Gamma(1-iy)(cs)^{-1+iy}.
\end{equation}
Thus $b$ falls off as $1/s$, and no wave enters from the right. The complex power needs care with its modulus: $(cs)^{iy}=\exp\{iy[\ln(\sqrt2s)+i\pi/4]\}$ has modulus $e^{-\pi y/4}$. The transmitted amplitude follows from
\begin{equation}
qa=b'-isb=e^{-is^2/2}(I'-2isI).
\end{equation}
Here $I'$ is of order $1/s^2$, while $sI$ tends to a constant modulus, so
\begin{equation}
|a_R|^2=\frac{4s^2}{q^2}\,\frac{|\Gamma(1-iy)|^2}{2s^2}\,e^{-\pi y/2}
=\frac{2}{q^2}|\Gamma(1-iy)|^2e^{-\pi y/2}. \label{aR}
\end{equation}

On the left put $s=-r$ with $r\to\infty$. Completing the square in the exponent gives
\begin{equation}
-\tfrac12t^2+crt=ir^2-\tfrac12(t-cr)^2 ,
\end{equation}
with a saddle at $t=cr=r+ir$. Deform the path so that it runs from $0$ to $ir$ along the imaginary axis and then parallel to the real axis through the saddle. No singularity is crossed, and the integrand vanishes at the far end. On the vertical piece, $t=i\tau$ with $0\le\tau\le r$, the real part of the exponent is $\tau^2/2-r\tau\le-r\tau/2$, and $|t^{-iy}|=e^{\pi y/2}$. This piece is at most $2e^{\pi y/2}/r$ in modulus and disappears in the limit. On the horizontal piece, $t=cr+u$, the slowly varying power may be taken at the saddle:
\begin{equation}
I\to e^{ir^2}(cr)^{-iy}\int_{-\infty}^{\infty}e^{-u^2/2}du=\sqrt{2\pi}\,e^{ir^2}(cr)^{-iy}.
\end{equation}
Since $|(cr)^{-iy}|=e^{\pi y/4}$,
\begin{equation}
|b_L|^2=2\pi e^{\pi y/2}. \label{bL}
\end{equation}

The reflection formula of the gamma function supplies the remaining modulus,
\begin{equation}
|\Gamma(1-iy)|^2=iy\,\Gamma(iy)\Gamma(1-iy)=\frac{i\pi y}{\sin(i\pi y)}=\frac{\pi y}{\sinh\pi y}.
\end{equation}
Dividing Eq.~\eqref{bL} by Eq.~\eqref{aR}, and using $q^2/y=2$,
\begin{equation}
\frac{|b_L|^2}{|a_R|^2}=\pi q^2e^{\pi y}\frac{\sinh\pi y}{\pi y}
=2e^{\pi y}\sinh\pi y=e^{\pi q^2}-1 .
\end{equation}
Equation~\eqref{Tdef} then yields
\begin{equation}
T(k_y)=e^{-\pi k_y^2l^2}=\exp\left(-\frac{\pi\hbar v k_y^2}{F}\right). \label{main}
\end{equation}
For the unbounded linear potential this holds at every $k_y$, with no further approximation. At $q=0.8$ the limits \eqref{aR} and \eqref{bL} are $1.606$ and $10.387$, with ratio $6.468$. A numerical solution of the Dirac equation between $s=-20$ and $s=20$, resolved into local plane waves at both ends, gives $R/T=6.468$ as well. The same integration gives $T=0.4559$ at $q=0.5$ and $0.0432$ at $q=1$, in agreement with Eq.~\eqref{main} to these digits.

The exponent has a direct meaning. Classically $k_x^2=x^2/l^4-k_y^2$, which is negative for $|x|<k_yl^2$ (taking $k_y>0$). In this strip the kinetic energy is too small to supply even the transverse momentum. The tunnelling action is twice the area of a half ellipse with semi-axes $k_y$ and $k_yl^2$:
\begin{equation}
2\int_{-k_yl^2}^{k_yl^2}\sqrt{k_y^2-x^2/l^4}\,dx=2\cdot\frac{\pi}{2}\,k_y\,(k_yl^2)=\pi k_y^2l^2 .
\end{equation}
One factor of $k_y$ comes from the height of the barrier in momentum and the other from its width. This is why the square of the transverse wavevector appears. The semiclassical estimate is in general trustworthy when the action is large; here it agrees with the full solution, prefactor included, even when the action is small.

The opposite limit can be checked by perturbation theory. For $q\ll1$ insert $a=e^{-is^2/2}$ into the equation for $b$. Then $(be^{-is^2/2})'=qe^{-is^2}$, and with $b=0$ on the right,
\begin{equation}
|b_L|=|q|\left|\int_{-\infty}^{\infty}e^{-is^2}ds\right|=|q|\sqrt\pi,\qquad R\simeq\pi q^2 .
\end{equation}
This is the first term of $1-e^{-\pi q^2}$. The reflected wave is produced mainly within a distance of order $l$ from the centre; farther out the oscillating phase cancels the contributions.

A real junction has a finite ramp. Let the potential energy rise from $-\hbar vk_F$ to $+\hbar vk_F$ over a width $w$, with the electron at zero energy. Then $F=2\hbar vk_F/w$ and $l^2=w/(2k_F)$. An electron incident at angle $\theta$ has $k_y=k_F\sin\theta$, and
\begin{equation}
T(\theta)=\exp\left(-\frac{\pi}{2}k_Fw\sin^2\theta\right). \label{theta}
\end{equation}
This requires $k_Fl\gg1$, so that the ramp is many units of $l$ long, and $k_y\ll k_F$, so that the forbidden strip lies well inside it. The opposite case is an abrupt symmetric step. There the incident, reflected and transmitted spinors are $(1,e^{i\theta})$, $(1,-e^{-i\theta})$ and $(1,e^{-i\theta})$. Continuity requires $1+r=t$ and $e^{i\theta}-re^{-i\theta}=te^{-i\theta}$. Eliminating $t$ gives $r=i\sin\theta\,e^{i\theta}$, and hence $T=\cos^2\theta$. Perfect transmission at normal incidence survives, but the exponential suppression is gone: it belongs to smooth junctions.

For the example take $v=10^6\,\mathrm{m/s}$, so that $\hbar v=0.658\,\mathrm{eV\,nm}$, Fermi energies of $\pm0.20\,\mathrm{eV}$ and $w=100\,\mathrm{nm}$. The slope is $0.40\,\mathrm{eV}/100\,\mathrm{nm}=4.0\,\mathrm{meV/nm}$, a field of $0.040\,\mathrm{MV/cm}$. The other scales are
\begin{equation}
k_F=\frac{0.20}{0.658}=0.304\,\mathrm{nm^{-1}},\qquad
l=\sqrt{\frac{0.658}{0.0040}}=12.8\,\mathrm{nm},
\end{equation}
and $k_Fl=3.9$. At $10^\circ$, $k_y=0.0528\,\mathrm{nm^{-1}}$ and $k_yl=0.677$, so $T=e^{-\pi(0.677)^2}=0.237$. Half transmission occurs where $k_yl=\sqrt{\ln2/\pi}$, at $6.9^\circ$. The junction is a collimator: it passes a narrow fan of directions about the normal.

The effect of rounding the ramp can be found for $U=\hbar vk_F\tanh(2x/w)$, which has the same central slope. With $z=\tanh(2x/w)=\sin\theta\sin\varphi$, the tunnelling action is
\begin{align}
S&=k_Fw\int_{-\pi/2}^{\pi/2}\frac{\sin^2\theta\cos^2\varphi}{1-\sin^2\theta\sin^2\varphi}\,d\varphi\nonumber\\
&=k_Fw\int_{-\pi/2}^{\pi/2}\left[1-\frac{\cos^2\theta}{1-\sin^2\theta\sin^2\varphi}\right]d\varphi\nonumber\\
&=\pi k_Fw(1-\cos\theta),
\end{align}
because the integral of $1/(1-\sin^2\theta\sin^2\varphi)$ over this range is $\pi/\cos\theta$. At small angles $S$ exceeds the exponent in Eq.~\eqref{theta} by the relative amount $\sin^2\theta/4$. The slope decreases away from the centre, which widens the forbidden strip. Numerical solution of the Dirac equation for this ramp gives $0.695$, $0.235$ and $0.0032$ at $5^\circ$, $10^\circ$ and $20^\circ$, against $0.696$, $0.237$ and $0.0038$ for the uniform field. The values for the ramp agree with $e^{-S}$. A small relative change of a large exponent accounts for the visible difference at $20^\circ$.

The conductance of a wide, ballistic junction in linear response at zero temperature sums $T$ over transverse channels, with a factor of four for spin and valley:
\begin{equation}
\frac{G}{W}=\frac{4e^2}{h}\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}\,e^{-\pi k_y^2l^2}=\frac{4e^2}{h}\frac{1}{2\pi l}. \label{G}
\end{equation}
Extending the limits beyond $\pm k_F$ is harmless, since the integrand is negligible there for $k_Fl=3.9$. The result is $1.92\,\mathrm{mS}$ per micrometre of width. Without a junction every channel up to $k_F$ has $T=1$, and the sheet would carry $15.0\,\mathrm{mS/\mu m}$. The ratio is $1/(2k_Fl)=0.13$. At fixed Fermi energies, Eq.~\eqref{G} makes the conductance grow as $\sqrt F$, that is, as $w^{-1/2}$, provided the ramp remains smooth and the potential itself rises linearly over $w$. When gates fix a density ramp that the sheet screens, as discussed next, the dependence is weaker, close to $w^{-1/3}$ for $w$ between $50$ and $200\,\mathrm{nm}$.

These parameters are roughly typical of gated graphene: the carrier density is $2.9\times10^{12}\,\mathrm{cm^{-2}}$, and a ramp of order $100\,\mathrm{nm}$ corresponds to gates at a comparable distance. Of the assumptions examined here, the one that fails most strongly for these parameters is that the slope can be read off from the end values and the width. Gates impose a charge density, and the carriers of the sheet respond to it. If the density changes linearly through zero and is well screened, the local Fermi energy varies as the square root of distance and is steepest at the centre, until too few carriers remain there to screen. A Thomas--Fermi calculation with distant gates, a surrounding dielectric constant of $4$ and the same end densities and width gives a central slope of about $10\,\mathrm{meV/nm}$, larger by a factor of about $2.5$. By Eq.~\eqref{G} the conductance rises by a factor of $\sqrt{2.5}\approx1.6$, to about $3.0\,\mathrm{mS/\mu m}$. This overstates the gain, because the screened slope has fallen to about $6\,\mathrm{meV/nm}$ at $8\,\mathrm{nm}$ from the centre, a distance equal to the new $l$; summing the Dirac transmission over channels in the screened potential gives about $2.8\,\mathrm{mS/\mu m}$, a factor of $1.45$. At $10^\circ$, Eq.~\eqref{main} with the new slope gives $0.56$, while the Dirac equation in the full screened potential gives $0.52$. Equation~\eqref{main} is exact for a linear potential, so the difference measures the effect of the screened potential's departure from a straight line. Thomas--Fermi theory is itself crude where the density vanishes, so these figures size the effect and are not a prediction for a device.

The other effects estimated here are smaller in this example. At $300\,\mathrm{K}$ electrons of energy $E$ cross the $\tanh$ ramp where its slope is reduced by the fraction $(E/0.20\,\mathrm{eV})^2$. The thermal average of this reduction is $5.5\%$, or about $3\%$ in conductance, for a ramp whose shape is held fixed. In the screened junction temperature matters more, because thermal carriers screen the centre: at $300\,\mathrm{K}$ the Thomas--Fermi central slope falls to about $7.4\,\mathrm{meV/nm}$ and the conductance falls by about $15\%$. Trigonal warping changes the band energy at $k_F$ by up to $1.1\%$; it also adds matrix terms to $H$, so the separation of $a$ and $b$ at $k_y=0$ is then no longer guaranteed. On the nearest-neighbour lattice with the $\tanh$ ramp and current along the armchair direction, the reflection at normal incidence is $6\times10^{-6}$, and within one valley $T$ shifts with opposite signs at $\pm\theta$, by about $1.4\%$ at $10^\circ$ and $11\%$ at $20^\circ$. For a mobility of $5\times10^4\,\mathrm{cm^2/Vs}$, within reach of clean encapsulated samples, the mean free path at the density of the leads is $1000\,\mathrm{nm}$, ten times the ramp. It scales with mobility, so at $5\times10^3\,\mathrm{cm^2/Vs}$ it equals the ramp width and scattering inside the ramp can no longer be ignored. With a constant mobility, the local mean free path at a distance $l$ from the centre of the linear ramp is then about $26\,\mathrm{nm}$, only twice $l$, and the diffusive resistance of the ramp outside $|x|<l$ is about $120\,\Omega\,\mu\mathrm{m}$, against $520\,\Omega\,\mu\mathrm{m}$ for the ballistic junction. This estimate leaves out density fluctuations, which matter once they approach the density at $x=l$, $1/(\pi l^2)\approx1.9\times10^{11}\,\mathrm{cm^{-2}}$.

A gap removes the perfect transmission of the single junction; two junctions in series can still reach $T=1$, but at resonances. If the sublattices differ in energy, $H$ acquires a term $m\sigma_z$ and the gap is $2m$. A rotation of the spinor about the $\sigma_x$ axis turns $\hbar vk_y\sigma_y+m\sigma_z$ into $\sqrt{(\hbar vk_y)^2+m^2}\,\sigma_y$ and leaves the rest of $H$ unchanged. Equation~\eqref{main} therefore becomes
\begin{equation}
T=\exp\left[-\pi l^2\left(k_y^2+\frac{m^2}{\hbar^2v^2}\right)\right].
\end{equation}
With $m=10\,\mathrm{meV}$ and the unscreened slope, transmission at normal incidence drops to $0.89$. The gap acts as a transverse momentum that no choice of angle can remove. The numerical output below lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
UNIFORM FIELD: q, T from Dirac equation, exp(-pi q^2)
  0.00  1.000000  1.000000
  0.25  0.821714  0.821725
  0.50  0.455922  0.455938
  0.75  0.170823  0.170820
  1.00  0.043219  0.043214
  1.25  0.007381  0.007382
  1.50  0.000851  0.000851
integral of numerical T over q: 0.99999
T at q=0.5 with energy shifted by 3: 0.45594
T with q=0.3 and mass 0.4: 0.45592
bumpy potential: T(ky=0) 1.0000000, T(ky=1) 0.7361
q=0.8: |a_R|^2 limit 1.60588, |b_L|^2 limit 10.38676
q=0.8: R/T from limits 6.4679, from Dirac 6.4676
EXAMPLE
velocity 1.0e+06 m/s, hbar v 0.6582 eV nm
Fermi energies +-0.20 eV, ramp width 100 nm
slope 4.000 meV/nm, field 0.0400 MV/cm
kF 0.3039 1/nm, density 2.939e+12 1/cm2
length l 12.828 nm, kF*l 3.898
angle deg, ky 1/nm, T uniform field, T tanh ramp
   0  0.00000  1.00000  1.00000
   5  0.02648  0.69589  0.69541
  10  0.05276  0.23711  0.23452
  20  0.10392  0.00376  0.00316
forbidden strip at 10 deg, full width: 17.36 nm
angle where T = 1/2: 6.92 deg
junction conductance per width: 1.923 mS/um
same sheet without junction: 14.988 mS/um
NEGLECTED EFFECTS
screening: dielectric constant 4.0, far gates
  central slope 10.00 meV/nm, ratio 2.500
  conductance factor sqrt(ratio) 1.581
  T at 10 deg: formula with this slope 0.5623
  T at 10 deg: Dirac in screened potential 0.5169
temperature 300 K, kT 25.85 meV
  mean slope loss in tanh ramp 5.50 %
trigonal warping of energy at kF: 1.10 %
half-gap 10 meV: T at normal incidence 0.8875
mobility 50000 cm2/Vs: mean free path 1000 nm
\end{verbatim}
